# Critical thickness of a planar reaction layer: test program

```python
"""
Critical thickness of a planar reaction layer P formed by A + B -> P.
Result under test: change of free energy per area = dgamma - g*h, so that
the layer is unfavourable below h_crit = dgamma/g.
  g      : free energy released per volume of product (positive)
  dgamma : gamma_AP + gamma_PB - gamma_AB (positive)
  h      : product formula units per area times volume per formula unit
Example: A = hafnia, B = silica glass, P = hafnium silicate.
All example parameters are rough typical values. Units: eV, nm, K.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

# ---------- Microscopic test: stacks of atomic planes ----------
# Only unlike planes interact; energies are in model units per area.
pair_energy = {1: 0.93, 2: 2.0, 3: -1.0}


def site_energies(stack):
    """Give each plane half of every pair energy in which it takes part."""
    stack = np.array(stack)
    energy = np.zeros(len(stack))
    for distance, value in pair_energy.items():
        unlike = stack[:-distance] != stack[distance:]
        energy[:-distance] += 0.5 * value * unlike
        energy[distance:] += 0.5 * value * unlike
    return energy


A_PLANES, B_PLANES, P_PLANES = [0, 0], [1, 1], [1, 0]


def bulk_energy(unit):
    return site_energies(unit * 30)[20:40].mean()


def interface_energy(left, right):
    """Excess energy of one interface, away from the free stack ends."""
    energy = site_energies(left * 30 + right * 30)
    return energy[20:100].sum() - 40 * (bulk_energy(left) + bulk_energy(right))


model_AB = interface_energy(A_PLANES, B_PLANES)
model_AP = interface_energy(A_PLANES, P_PLANES)
model_PB = interface_energy(P_PLANES, B_PLANES)
model_added = model_AP + model_PB - model_AB
model_gain = -bulk_energy(P_PLANES)
model_critical = model_added / model_gain

reference = [0] * 60 + [1] * 60
reference_energy = site_energies(reference).sum()
layer_changes = []
for pairs in range(1, 31):
    stack = [0] * (60 - pairs) + P_PLANES * pairs + [1] * (60 - pairs)
    assert sum(stack) == sum(reference) and len(stack) == len(reference)
    change = site_energies(stack).sum() - reference_energy
    assert abs(change - (model_added - model_gain * 2 * pairs)) < 1e-10
    layer_changes.append(change)
first_favourable = 2 * (1 + next(i for i, x in enumerate(layer_changes) if x < 0))
assert first_favourable - 2 < model_critical < first_favourable
assert np.all(np.diff(layer_changes) < 0) and layer_changes[0] > 0

# Enumerate every ring of 12 planes: the alternating stack must be lowest.
rings = (np.arange(2**12)[:, None] >> np.arange(12)) & 1
ring_energy = sum(value * (rings != np.roll(rings, d, axis=1)).mean(axis=1)
                  for d, value in pair_energy.items())
lowest = np.flatnonzero(ring_energy < ring_energy.min() + 1e-10)
assert abs(ring_energy.min() + model_gain) < 1e-10
assert len(lowest) == 2
assert all(np.all(rings[i] != np.roll(rings[i], 1)) for i in lowest)

# ---------- Example parameters ----------
temperature = 1200.0
reaction_enthalpy = -0.34       # eV per formula unit
reaction_entropy = -1.75e-4     # eV/K per formula unit
volume_A, volume_B, volume_P = 0.0345, 0.0450, 0.0650   # nm^3
gamma_AB, gamma_AP, gamma_PB = 3.0, 3.7, 3.1            # eV/nm^2
rim_energy = 3.4                # eV/nm^2
decay_length = 0.30             # nm
young_GPa, poisson = 225.0, 0.25
cell_height = 0.60              # nm
trial_strain = 0.01
solute_fraction = 0.01
gamma_error = 0.6               # eV/nm^2 for each interface

ev = const.e
boltzmann = const.k / ev
thermal_energy = boltzmann * temperature


def reaction_energy(T):
    return reaction_enthalpy - T * reaction_entropy


g = -reaction_energy(temperature) / volume_P
dgamma = gamma_AP + gamma_PB - gamma_AB
h_crit = dgamma / g


# Total free energy from amounts and chemical potentials, per area.
def total_free_energy(units_formed, T=temperature):
    start_A, start_B = 100.0, 120.0
    mu_A, mu_B = -30.0, -20.0
    mu_P = mu_A + mu_B + reaction_energy(T)
    bulk = ((start_A - units_formed) * mu_A
            + (start_B - units_formed) * mu_B + units_formed * mu_P)
    interfaces = gamma_AB if units_formed == 0 else gamma_AP + gamma_PB
    return bulk + interfaces


def free_energy_change(units_formed, T=temperature):
    return total_free_energy(units_formed, T) - total_free_energy(0, T)


units_crit = brentq(free_energy_change, 1.0, 90.0)
assert abs(units_crit * volume_P - h_crit) < 1e-8
assert free_energy_change(0.8 * units_crit) > 0
assert free_energy_change(1.2 * units_crit) < 0
used_A, used_B = units_crit * volume_A, units_crit * volume_B
assert abs(used_A - h_crit * volume_A / volume_P) < 1e-8
assert abs(used_B - h_crit * volume_B / volume_P) < 1e-8

temperatures = [1000.0, 1200.0, 1400.0, 1600.0]
h_at_temperature = []
for T in temperatures:
    root = brentq(free_energy_change, 1.0, 99.0, args=(T,))
    h_at_temperature.append(root * volume_P)
    assert abs(root * volume_P + dgamma * volume_P / reaction_energy(T)) < 1e-8
assert np.all(np.diff(h_at_temperature) > 0)
balance_temperature = brentq(reaction_energy, 500.0, 4000.0)

# ---------- Short-range interaction of the two new interfaces ----------
def interacting_change(h):
    return dgamma * (1 - math.exp(-h / decay_length)) - g * h


ratio = h_crit / decay_length
h_interacting = decay_length * (ratio + lambertw(-ratio * math.exp(-ratio)).real)
peak_h = decay_length * math.log(ratio)
numerical_peak = minimize_scalar(lambda h: -interacting_change(h),
                                 bounds=(1e-6, h_crit), method="bounded",
                                 options={"xatol": 1e-10})
assert abs(numerical_peak.x - peak_h) < 1e-6
numerical_root = brentq(interacting_change, peak_h, 2 * h_crit)
assert abs(numerical_root - h_interacting) < 1e-8

# ---------- In-plane strain with a free normal direction ----------
gpa = 1e9 * 1e-27 / ev          # eV/nm^3 in one GPa
young = young_GPa * gpa
shear = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
biaxial = young / (1 - poisson)


def elastic_density(normal_strain, plane_strain):
    trace = 2 * plane_strain + normal_strain
    squares = 2 * plane_strain**2 + normal_strain**2
    return 0.5 * lame * trace**2 + shear * squares


relaxed = minimize_scalar(lambda z: elastic_density(z, trial_strain),
                          bounds=(-0.05, 0.05), method="bounded",
                          options={"xatol": 1e-10})
strain_cost = biaxial * trial_strain**2
assert abs(relaxed.fun - strain_cost) < 1e-8
h_strained = brentq(lambda h: dgamma + (relaxed.fun - g) * h, 0.1, 20.0)
assert abs(h_strained - dgamma / (g - strain_cost)) < 1e-6
strain_limit = math.sqrt(g / biaxial)
constrained_strain = ((volume_A + volume_B) / volume_P)**(1 / 3) - 1
constrained_cost = biaxial * constrained_strain**2
assert constrained_cost > g

# ---------- Disc-shaped nucleus ----------
def disc_energy(radius, h):
    return (math.pi * radius**2 * (dgamma - g * h)
            + 2 * math.pi * radius * h * rim_energy)


def disc_barrier(h):
    best = minimize_scalar(lambda r: -disc_energy(r, h), bounds=(0.0, 200.0),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun


saddle = minimize_scalar(disc_barrier, bounds=(1.05 * h_crit, 6 * h_crit),
                         method="bounded", options={"xatol": 1e-8})
barrier = 4 * math.pi * rim_energy**2 * dgamma / g**2
disc_h = 2 * h_crit
disc_radius = disc_h * rim_energy / (g * disc_h - dgamma)
# The saddle is flat in h, so its position is less sharp than its height.
assert abs(saddle.x / disc_h - 1) < 1e-4
assert abs(saddle.fun / barrier - 1) < 1e-7

# ---------- Other neglected effects ----------
solubility_loss = -2 * thermal_energy * math.log(1 - solute_fraction)
h_solution = dgamma / (g - solubility_loss / volume_P)
pressure_term = const.atm * (volume_A + volume_B - volume_P) * 1e-27 / ev
h_low = (dgamma - 3 * gamma_error) / g
h_high = (dgamma + 3 * gamma_error) / g


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("PLANE MODEL (energies in model units per area)")
for distance, value in pair_energy.items():
    show(f"unlike-pair energy at separation {distance}", value, "model units", 2)
show("interface energy A/B", model_AB, "model units")
show("interface energy A/P", model_AP, "model units")
show("interface energy P/B", model_PB, "model units")
show("net added interface energy", model_added, "model units")
show("bulk gain per product plane", model_gain, "model units")
show("predicted critical thickness", model_critical, "planes", 2)
print(f"first favourable layer by direct sum: {first_favourable} planes")
show("energy change of 2-plane layer", layer_changes[0], "model units")
print("HAFNIUM SILICATE EXAMPLE (rough inputs)")
show("temperature", temperature, "K", 0)
show("reaction enthalpy per formula unit", reaction_enthalpy, "eV", 2)
show("reaction entropy per formula unit", reaction_entropy * 1000, "meV/K")
show("reaction free energy per formula unit", reaction_energy(temperature), "eV")
print(f"volumes hafnia, silica, silicate: {volume_A:.4f}, {volume_B:.4f}, "
      f"{volume_P:.4f} nm^3")
print(f"interface energies AB, AP, PB: {gamma_AB:.1f}, {gamma_AP:.1f}, "
      f"{gamma_PB:.1f} eV/nm^2")
show("free-energy gain g", g, "eV/nm^3")
print(f"free-energy gain g, converted: {g * ev * 1e27:.3e} J/m^3")
show("net added interface energy", dgamma, "eV/nm^2")
show("net added interface energy, converted", dgamma * ev * 1e18, "J/m^2")
show("critical thickness", h_crit, "nm")
show("formula units per area at break-even", units_crit, "nm^-2", 2)
for h in (1.0, 3.0):
    show(f"free-energy change at h = {h:.1f} nm",
         free_energy_change(h / volume_P), "eV/nm^2")
print(f"hafnia and silica consumed: {used_A:.3f}, {used_B:.3f} nm")
for T, h in zip(temperatures, h_at_temperature):
    show(f"critical thickness at {T:.0f} K", h, "nm")
show("temperature where bulk gain vanishes", balance_temperature, "K", 0)
print("NEGLECTED EFFECTS")
show("interface interaction decay length", decay_length, "nm", 2)
show("critical thickness with interaction", h_interacting, "nm", 4)
show("thickness at interaction peak", peak_h, "nm")
show("height of interaction peak", interacting_change(peak_h), "eV/nm^2")
print(f"Young modulus, Poisson ratio: {young_GPa:.0f} GPa, {poisson:.2f} (no unit)")
show("trial in-plane strain", 100 * trial_strain, "%", 1)
show("strain energy at trial strain", strain_cost, "eV/nm^3")
show("critical thickness at trial strain", h_strained, "nm")
show("strain that cancels bulk gain", 100 * strain_limit, "%", 2)
show("strain if volume change is constrained", 100 * constrained_strain, "%", 2)
show("strain energy if constrained", constrained_cost, "eV/nm^3", 2)
show("solute fraction in each reactant", 100 * solute_fraction, "%", 1)
show("critical thickness with solutes", h_solution, "nm")
print(f"pressure term at 1 atm per formula unit: {pressure_term:.2e} eV")
show("assumed error of each interface energy", gamma_error, "eV/nm^2", 1)
print(f"resulting extreme critical thicknesses: {h_low:.2f} to {h_high:.2f} nm")
print(f"crystal cell height: {cell_height:.2f} nm; critical thickness: "
      f"{h_crit / cell_height:.2f} cells")
show("disc rim energy", rim_energy, "eV/nm^2", 1)
print(f"disc saddle thickness and radius: {disc_h:.2f}, {disc_radius:.2f} nm")
show("disc nucleation barrier", barrier, "eV", 1)
show("thermal energy kT", thermal_energy, "eV", 4)
show("disc barrier divided by kT", barrier / thermal_energy, "(no unit)", 0)
print("all tests passed")
```

Printed output:

```
PLANE MODEL (energies in model units per area)
unlike-pair energy at separation 1: 0.93 model units
unlike-pair energy at separation 2: 2.00 model units
unlike-pair energy at separation 3: -1.00 model units
interface energy A/B: 1.930 model units
interface energy A/P: 1.965 model units
interface energy P/B: 1.965 model units
net added interface energy: 2.000 model units
bulk gain per product plane: 0.070 model units
predicted critical thickness: 28.57 planes
first favourable layer by direct sum: 30 planes
energy change of 2-plane layer: 1.860 model units
HAFNIUM SILICATE EXAMPLE (rough inputs)
temperature: 1200 K
reaction enthalpy per formula unit: -0.34 eV
reaction entropy per formula unit: -0.175 meV/K
reaction free energy per formula unit: -0.130 eV
volumes hafnia, silica, silicate: 0.0345, 0.0450, 0.0650 nm^3
interface energies AB, AP, PB: 3.0, 3.7, 3.1 eV/nm^2
free-energy gain g: 2.000 eV/nm^3
free-energy gain g, converted: 3.204e+08 J/m^3
net added interface energy: 3.800 eV/nm^2
net added interface energy, converted: 0.609 J/m^2
critical thickness: 1.900 nm
formula units per area at break-even: 29.23 nm^-2
free-energy change at h = 1.0 nm: 1.800 eV/nm^2
free-energy change at h = 3.0 nm: -2.200 eV/nm^2
hafnia and silica consumed: 1.008, 1.315 nm
critical thickness at 1000 K: 1.497 nm
critical thickness at 1200 K: 1.900 nm
critical thickness at 1400 K: 2.600 nm
critical thickness at 1600 K: 4.117 nm
temperature where bulk gain vanishes: 1943 K
NEGLECTED EFFECTS
interface interaction decay length: 0.30 nm
critical thickness with interaction: 1.8966 nm
thickness at interaction peak: 0.554 nm
height of interaction peak: 2.093 eV/nm^2
Young modulus, Poisson ratio: 225 GPa, 0.25 (no unit)
trial in-plane strain: 1.0 %
strain energy at trial strain: 0.187 eV/nm^3
critical thickness at trial strain: 2.096 nm
strain that cancels bulk gain: 3.27 %
strain if volume change is constrained: 6.94 %
strain energy if constrained: 9.03 eV/nm^3
solute fraction in each reactant: 1.0 %
critical thickness with solutes: 1.931 nm
pressure term at 1 atm per formula unit: 9.17e-06 eV
assumed error of each interface energy: 0.6 eV/nm^2
resulting extreme critical thicknesses: 1.00 to 2.80 nm
crystal cell height: 0.60 nm; critical thickness: 3.17 cells
disc rim energy: 3.4 eV/nm^2
disc saddle thickness and radius: 3.80, 3.40 nm
disc nucleation barrier: 138.0 eV
thermal energy kT: 0.1034 eV
disc barrier divided by kT: 1335 (no unit)
all tests passed
```
